# Wirtz's Estimate of the Heat of Transport in Thermomigration

A temperature gradient can drive atoms through a crystal even where their concentration is uniform. This problem obtains the strength of that drive from a postulate due to Wirtz about where a jumping atom finds its activation energy.

**The model.** Dilute interstitial atoms hop between equivalent sites on crystal planes a distance $a$ apart. The temperature $T(x)$ varies only along the plane normal $x$, so jumps within a plane do not affect the flux $J$ along $x$. A jump from plane $i$ to its neighbour $j$ on the right needs the migration enthalpy

$$H_m=H_1+H_2+H_3,\qquad H_1,H_2,H_3\ge 0 .$$

The postulate is that $H_1$ must be supplied by the surroundings of the initial site, $H_2$ by the saddle region and $H_3$ by the surroundings of the destination. Each region has its own local temperature, $T_i$, $T_s$ and $T_j$, and the three supplies are statistically independent. The attempt frequency $\nu$ is taken as independent of temperature until part (h). Thermal expansion, and any drag on the atom by flowing electrons or phonons, are neglected.

The heat of transport $Q^*$ is defined by the flux law

$$J=-D\left[c'+\frac{c\,Q^*}{kT^2}\,T'\right], \tag{1}$$

where $c$ is the number of atoms per volume, $D$ the diffusion coefficient, $k$ Boltzmann's constant, and a prime means $d/dx$. This is the reduced heat of transport, which does not include the partial enthalpy that the atom carries with it. With $T'>0$ and uniform $c$, a positive $Q^*$ gives a flux towards the cold side.

**Data for the numbers.** Round model parameters are used, and they represent no particular material: $H_1=0.50$ eV, $H_2=0.20$ eV, $H_3=0.10$ eV, $a=0.25$ nm, $\nu=10^{13}$ s$^{-1}$. The temperature rises linearly from 900 K to 1000 K over $L=1$ mm. Electronvolts, kelvins and SI lengths are the natural units here.

## (a) The jump rates

*Let each region supply its energy from one classical harmonic mode. Find the probability that a mode at temperature $T$ holds at least the energy $H$, and write down the rates of the jumps $i\to j$ and $j\to i$.*

**Solution.** Scale the coordinate and momentum of the mode so that $E/kT=(X^2+P^2)/2$. The Boltzmann distribution is then $e^{-(X^2+P^2)/2}/2\pi$. In polar coordinates, $r^2=X^2+P^2$, the angular integral gives $2\pi$, and the condition $E\ge H$ becomes $r\ge r_0=\sqrt{2H/kT}$:

$$P(E\ge H)=\int_{r_0}^{\infty}r\,e^{-r^2/2}\,dr=e^{-r_0^2/2}=e^{-H/kT}.$$

For $H_1$ at 950 K this is $2.226\times10^{-3}$, and a direct quadrature over phase space agrees.

Because the three demands are independent, their probabilities multiply. With $\nu$ attempts per unit time,

$$\Gamma_\to=\nu\exp\left[-\frac{H_1}{kT_i}-\frac{H_2}{kT_s}-\frac{H_3}{kT_j}\right]. \tag{2}$$

For the reverse jump, $j$ is the initial site and $i$ the destination, so $T_i$ and $T_j$ change places:

$$\Gamma_\leftarrow=\nu\exp\left[-\frac{H_1}{kT_j}-\frac{H_2}{kT_s}-\frac{H_3}{kT_i}\right]. \tag{3}$$

At uniform temperature both reduce to the usual $\Gamma=\nu e^{-H_m/kT}$, whatever the split. The split therefore cannot be read from isothermal diffusion data.

## (b) What makes the two directions unequal?

*Find $\Gamma_\to/\Gamma_\leftarrow$. Then replace the postulate by a weaker one: three equivalent modes, one per region, need only hold the energy $H_m$ together. What is the ratio now?*

**Solution.** Dividing (2) by (3) cancels $\nu$ and the saddle term. The remaining exponent is

$$-\frac{H_1}{k}\left(\frac1{T_i}-\frac1{T_j}\right)-\frac{H_3}{k}\left(\frac1{T_j}-\frac1{T_i}\right),$$

so that

$$\frac{\Gamma_\to}{\Gamma_\leftarrow}=\exp\left[-\frac{H_1-H_3}{k}\left(\frac1{T_i}-\frac1{T_j}\right)\right]. \tag{4}$$

No expansion was made: within the model, $H_2$ and $T_s$ drop out at any temperature difference. Both directions cross the same saddle region, so its temperature speeds or slows them equally.

In the pooled alternative the condition is $E_1+E_2+E_3\ge H_m$. Reversing the jump exchanges the temperatures of the first and third modes. Since the modes are equivalent and enter only through their sum, the probability is unchanged, and the ratio is 1.

As an exaggerated illustration, let the two sites be at 900 K and 1000 K with the saddle at 950 K. The fixed split gives $\Gamma_\to/\Gamma_\leftarrow=0.597$, while numerical integration of the pooled model gives 1.000. The bias comes from treating the initial and final sites unequally. By (4), a fixed split with $H_1=H_3$ gives the ratio 1 as well, whereas pooling the energy over the initial site and the saddle alone would again favour jumps that start from the hot site. A temperature difference between the sites is not enough by itself.

## (c) The flux law

*Derive the flux for a small temperature change per jump, and identify $D$ and $Q^*$.*

**Solution.** Let $x$ be the midpoint between the planes, so that $i$ lies at $x-a/2$, $j$ at $x+a/2$, and $T_s=T(x)$. A plane represents a slab of thickness $a$ and holds $ac$ atoms per area. Hence

$$J=a\left(c_i\Gamma_\to-c_j\Gamma_\leftarrow\right). \tag{5}$$

Write $q=H_1-H_3$ and separate the common part of the rates from their asymmetry:

$$\Gamma_\to=S e^{-y},\quad \Gamma_\leftarrow=S e^{y},\quad S=\sqrt{\Gamma_\to\Gamma_\leftarrow},\quad y=\frac{q}{2k}\left(\frac1{T_i}-\frac1{T_j}\right).$$

The ratio of these expressions is $e^{-2y}$, in agreement with (4). Substituting $e^{\pm y}=\cosh y\pm\sinh y$ in (5) gives

$$J=aS\left[(c_i-c_j)\cosh y-(c_i+c_j)\sinh y\right]. \tag{6}$$

Now expand about $x$. Differences between the planes are odd in $a$, and sums are even:

$$c_i-c_j=-a\,c'+O(a^3),\qquad c_i+c_j=2c+O(a^2).$$

Since $(1/T)'=-T'/T^2$,

$$\frac1{T_i}-\frac1{T_j}=\frac{a\,T'}{T^2}+O(a^3),\qquad y=\frac{a\,q\,T'}{2kT^2}+O(a^3).$$

The product $\Gamma_\to\Gamma_\leftarrow$ is unchanged when $i$ and $j$ are exchanged, so $S=\Gamma+O(a^2)$, with $\Gamma=\nu e^{-H_m/kT}$ at the midpoint. With $\cosh y\to1$ and $\sinh y\to y$, (6) becomes

$$J=a\Gamma\left[-a\,c'-2c\,\frac{a\,q\,T'}{2kT^2}\right]
=-a^2\Gamma\left[c'+\frac{c\,q}{kT^2}T'\right],$$

with corrections smaller by a factor of order $a^2$. Comparison with (1) gives

$$\boxed{D=a^2\Gamma,\qquad Q^*=H_1-H_3} \tag{7}$$

Here $\Gamma$ is the rate in one direction, which is why no factor $1/2$ appears in $D$.

The order of the correction was tested with curved profiles, $T=900+100\xi+8\sin3\xi$ in kelvins and $c\propto1+0.3\cos2\xi$, where $\xi=x/L=0.4$. The error of the plane flux relative to (1) is $9.4\times10^{-4}$ for a spacing of $0.10L$ and $2.3\times10^{-4}$ for $0.05L$. Halving the spacing divides the error by four.

In the example $Q^*=0.50-0.10=0.40$ eV, or 0.0147 hartree. The temperature changes by only $2.5\times10^{-5}$ K per jump. With $kT=0.0819$ eV at 950 K,

$$y\approx\frac{0.40\times2.5\times10^{-5}}{2\times0.0819\times950}\approx6\times10^{-8},$$

so the expansion in $y$ is well justified.

## (d) Bounds, limiting splits and the drift

*What range can $Q^*$ take? Express the flux through $D$ and $\alpha=Q^*/H_m$ alone, interpret the limiting splits, and evaluate the drift at 950 K.*

**Solution.** Because no part is negative, $H_1-H_3\le H_1\le H_m$ and $H_1-H_3\ge-H_3\ge-H_m$. Thus

$$-H_m\le Q^*\le H_m .$$

From $D=a^2\nu e^{-H_m/kT}$ follows $D'/D=H_mT'/(kT^2)$. The thermal term in (1) is therefore $Q^*T'/(kT^2)=\alpha D'/D$, and

$$J=-Dc'-\alpha\,cD'=-D^{1-\alpha}\left(D^{\alpha}c\right)'. \tag{8}$$

The last form is checked by differentiation: $(D^\alpha c)'=D^\alpha c'+\alpha D^{\alpha-1}D'c$, and multiplication by $D^{1-\alpha}$ restores the two terms.

- If $H_1=H_m$, then $\alpha=1$ and $J=-(Dc)'$. The rate depends on the initial site alone. Atoms leave hot sites more often than cold ones, and they accumulate on the cold side.
- If $H_2=H_m$, or more generally $H_1=H_3$, then $\alpha=0$ and $J=-Dc'$. The mobility varies in space, but a uniform concentration carries no flux.
- If $H_3=H_m$, then $\alpha=-1$ and $J=-D^2(c/D)'$. A jump is easy when its destination is hot, and atoms accumulate there.

For the example, $\Gamma=5.70\times10^8$ s$^{-1}$ at 950 K, and

$$D=(2.5\times10^{-10}\,\text{m})^2\times5.70\times10^8\,\text{s}^{-1}=3.56\times10^{-11}\,\text{m}^2/\text{s}.$$

At uniform concentration the drift velocity $v=J/c$ is

$$v=-\frac{DQ^*T'}{kT^2}=-\frac{3.56\times10^{-11}\times0.40\times10^{5}}{0.0819\times950}\,\text{m/s}=-1.83\times10^{-8}\,\text{m/s},$$

about 18 nm/s towards the cold end. The difference of the two jump rates, evaluated directly, gives the same value.

This $v$ describes the flux through a midplane, not the mean displacement of an atom from a given site. That atom compares a jump to the right with a jump to the left from the same site. Both use the same $T$ for $H_1$, while the saddle temperatures differ by $aT'$ and the destination temperatures by $2aT'$. To first order its mean velocity is

$$\frac{a\Gamma}{kT^2}\left(H_2\,aT'+H_3\,2aT'\right)=\frac{D\,T'}{kT^2}(H_2+2H_3),$$

which is never directed towards the cold side. The flux at uniform concentration still goes there when $Q^*>0$, because the larger number of atoms setting out from the hotter plane then outweighs this bias. The two velocities differ by $D'$, since $H_2+2H_3=H_m-Q^*$.

## (e) The closed specimen

*No atoms pass the ends of the specimen. Find the steady concentration profile and the ratio of the cold-end to the hot-end concentration.*

**Solution.** In a steady state the flux is the same between every pair of neighbouring planes, and at a closed end it is zero. Hence $c_i\Gamma_\to=c_j\Gamma_\leftarrow$ for each pair. With (4),

$$\frac{c_j}{c_i}=\exp\left[-\frac{Q^*}{k}\left(\frac1{T_i}-\frac1{T_j}\right)\right],$$

which says that $c\,e^{-Q^*/kT}$ has the same value on both planes. It is then constant along the chain:

$$c(x)\propto\exp\left[\frac{Q^*}{kT(x)}\right],\qquad
\frac{c_\text{cold}}{c_\text{hot}}=\exp\left[\frac{Q^*}{k}\left(\frac1{T_\text{cold}}-\frac1{T_\text{hot}}\right)\right]. \tag{9}$$

This used the unexpanded ratio (4), so within the model it holds for finite temperature steps too. Only the end temperatures enter the ratio, not the shape of $T(x)$ between them.

For the example, $k=0.081865/950=8.617\times10^{-5}$ eV/K and $1/900-1/1000=1.111\times10^{-4}$ K$^{-1}$. The exponent is

$$\frac{0.40}{8.617\times10^{-5}}\times1.111\times10^{-4}=0.516,$$

and the ratio is $e^{0.516}\approx1.675$. Solving the rate equations of a closed chain of 41 planes gives the same ratio, even when the saddle temperatures are displaced by up to 20 K from the midpoint values. This tests the claim that the saddle region does not influence the steady profile.

With the same $H_m=0.80$ eV, the three limiting splits give very different results:

- all of $H_m$ at the initial site: 2.81;
- all of it at the saddle: 1.00;
- all of it at the destination: 0.356.

The first and last are reciprocals, because $Q^*$ changes sign. Knowledge of $H_m$ alone thus leaves even the direction of the segregation open. Conversely, a measured $Q^*$ does not fix the split. In the example $Q^*=0.40$ eV is compatible with any $H_1$ from 0.40 eV (where $H_3=0$) to 0.60 eV (where $H_2=0$).

## (f) Why is it a heat of transport?

*Determine how much heat one jump must carry from $i$ to $j$ if Onsager's reciprocity holds. Where, then, is the activation energy released after the saddle has been crossed?*

**Solution.** Let a net forward jump deliver heats $h_i,h_s,h_j$ to the three regions, with $h_i+h_s+h_j=0$ because the initial and final sites are equivalent. Take the saddle halfway between the sites in $1/T$, which is sufficient to first order, and define $X_u=1/T_j-1/T_i$. Then

$$\frac{h_i}{T_i}+\frac{h_s}{T_s}+\frac{h_j}{T_j}=wX_u,\qquad w=\tfrac12h_s+h_j .$$

The quantity $w$ is the heat carried over the full distance $a$. If $n_i$ and $n_j$ are the site occupations and $I=n_i\Gamma_\to-n_j\Gamma_\leftarrow$ is the net jump current, the entropy production is

$$I\,X_n+(wI)\,X_u,\qquad X_n=k\ln\frac{n_i}{n_j}.$$

The conjugate fluxes are $I$ and the heat flux $wI$. To find the response of $I$, set $n_i=ne^{X_n/2k}$ and $n_j=ne^{-X_n/2k}$. By (4), $\Gamma_\to/\Gamma_\leftarrow=e^{Q^*X_u/k}$, so

$$I=2nS\sinh\frac{X_n+Q^*X_u}{2k}\approx\frac{n\Gamma}{k}\left(X_n+Q^*X_u\right).$$

The force $X_u$ thus drives the particle current with coefficient $n\Gamma Q^*/k$. The force $X_n$ drives the heat flux $wI$ with coefficient $wn\Gamma/k$. Reciprocity equates the two:

$$w=Q^*=H_1-H_3 .$$

Microscopic reversibility shows how this comes about. The reverse jump climbs to the saddle by absorbing $H_1$ at $j$, $H_2$ at the saddle and $H_3$ at $i$. Run backwards in time, this climb is the descent of the forward jump, which therefore releases $H_3$ at $i$, $H_2$ at the saddle and $H_1$ at $j$. Subtracting what the forward jump absorbed on its own climb gives

$$h_i=H_3-H_1,\qquad h_s=0,\qquad h_j=H_1-H_3,$$

and $w=H_1-H_3$, as required.

Suppose instead that all of $H_m$ were released at the destination. Then $h_i=-H_1$, $h_s=-H_2$, $h_j=H_m-H_3=H_1+H_2$, and

$$w=-\tfrac12H_2+H_1+H_2=H_1+\tfrac12H_2 .$$

This exceeds $Q^*$ by $\tfrac12H_2+H_3$, so it agrees with reciprocity only if $H_1=H_m$. For the example it gives 0.60 eV, whereas the response coefficients found numerically from the rates give 0.40 eV. For $H_2>0$ the rule also fails at uniform temperature: one forward and one reverse jump together would take $2H_2$ from the saddle region and leave $H_2$ at each site, a steady heat flow in equilibrium.

## (g) Atoms that move by vacancies

*In a pure crystal, let the atoms move only by jumps into vacant neighbouring sites. Sources and sinks keep the vacancy fraction at its local equilibrium value $X_v=e^{S_f/k-H_f/kT}$, with constant formation entropy $S_f$ and enthalpy $H_f$. Find the heat of transport for the total atom flux relative to the lattice.*

**Solution.** Let $N$ be the number of lattice sites per volume. An atom jumping from $i$ to $j$ needs an atom at $i$ and a vacancy at $j$. With the occupations treated as independent,

$$J_A=Na\left[(1-X_i)X_j\Gamma_\to-(1-X_j)X_i\Gamma_\leftarrow\right],$$

where $X_i$ and $X_j$ are the local vacancy fractions. For $X_v\ll1$ the factors $1-X$ may be set to one. The bracket is then that of (5) with $c_i\to X_j$ and $c_j\to X_i$. The difference changes sign and the sum does not, so the expansion of part (c) gives

$$J_A=Na^2\Gamma\left[X_v'-\frac{X_v(H_1-H_3)}{kT^2}T'\right].$$

Local equilibrium implies $X_v'=X_vH_fT'/(kT^2)$. Therefore

$$J_A=-N\,a^2\Gamma X_v\,\frac{Q_A^*}{kT^2}\,T',\qquad Q_A^*=H_1-H_3-H_f. \tag{10}$$

The term $-H_f$ has a direct meaning: vacancies are more abundant on the hot side, so an atom finds an open destination there more often. The flux goes to the cold side only if $H_1-H_3>H_f$.

Take $H_f=1.00$ eV and $S_f=0$. Then $Q_A^*=0.40-1.00=-0.60$ eV, or $-0.0220$ hartree, and $X_v=4.95\times10^{-6}$ at 950 K. The atom drift velocity is

$$\frac{J_A}{N}=\frac{3.56\times10^{-11}\times4.95\times10^{-6}\times0.60\times10^5}{0.0819\times950}\,\text{m/s}=1.36\times10^{-13}\,\text{m/s}.$$

It is directed towards the hot end, opposite to the interstitial flux with the same split. Vacancies flow the other way, and the sources and sinks must work continuously to maintain their profile.

Equation (10) counts all atoms and does not distinguish them. A tracer or solute atom tends to exchange repeatedly with the same vacancy, and its flux needs correlation effects that are absent here.

## (h) How firm is the estimate?

*Return to interstitials and let the attempt frequency be proportional to the temperature of the initial site. How does $Q^*$ change?*

**Solution.** The ratio (4) acquires the factor

$$\frac{T_i}{T_j}\approx1-\frac{aT'}{T}.$$

To first order, (4) itself is $1-aQ^*T'/(kT^2)$. Since $aT'/T=a(kT)T'/(kT^2)$, the new factor adds $kT$ to the heat of transport:

$$Q^*=H_1-H_3+kT .$$

At 950 K this is $0.40+0.08=0.48$ eV, a change of about 20% relative to the original value. Between the ends of the specimen the new factor changes $D$ by only 11%, while the exponential changes it by a factor of 2.8. It nevertheless matters for $Q^*$, and it raises the slope of an Arrhenius plot of $D$ by about the same $kT$. The bounds of part (d) were derived for a prefactor that is the same in both directions, and they need not hold here.

The larger uncertainty is the split itself. It is an input, not a consequence of $H_m$, and part (b) showed that a different rule for collecting the energy can remove the effect altogether. What the model offers, within its postulate, is a scale, $|Q^*|\lesssim H_m$ for interstitials, and, when $|H_1-H_3|$ is well above $kT$, a link between the sign of $Q^*$ and the place where activation energy is supplied. Where electron or phonon drag is appreciable, its contribution must be added, and a measured $Q^*$ need not respect this scale. The postulate also gives separate, independent temperatures to regions a fraction of a nanometre apart, which is no larger than the distance over which lattice vibrations equilibrate, so it is a heuristic and not a derived property of a crystal. Reading a measured $Q^*$ as $H_1-H_3$ therefore presupposes the postulate itself, a prefactor that is the same in both directions, and negligible drag.

The numerical output below lists the main values with more digits.

## Computed values

```
H1, initial site: 0.50 eV
H2, saddle region: 0.20 eV
H3, destination: 0.10 eV
Migration enthalpy: 0.80 eV
Heat of transport Q: 0.4000 eV = 0.014700 hartree
alpha = Q/Hm: 0.500 (dimensionless)
Cold, middle, hot temperature: 900, 950, 1000 K
Specimen length: 1.000e-03 m
Plane spacing: 2.500e-10 m
Prefactor: 1.000e+13 1/s
Temperature gradient: 1.000e+05 K/m
Temperature change per jump: 2.500e-05 K
kT at middle: 0.081865 eV
One-mode activation for H1, quadrature: 2.225795e-03
One-mode activation for H1, formula: 2.225795e-03
Up/down rate ratio, 900 and 1000 K sites, fixed: 0.597049
Same ratio, pooled energies: 1.000000
Plane-flux relative error, spacing 0.10 L: 9.365e-04
Plane-flux relative error, spacing 0.05 L: 2.347e-04
Jump rate per direction at middle: 5.7013e+08 1/s
Diffusion coefficient at middle: 3.5633e-11 m^2/s
Drift velocity, direct rates: -1.8327e-08 m/s
Drift velocity, formula: -1.8327e-08 m/s
Cold/hot concentration, master equation: 1.674905
Cold/hot concentration, formula: 1.674905
Cold/hot concentration, all Hm at initial site: 2.805306
Cold/hot concentration, all Hm at saddle: 1.000000
Cold/hot concentration, all Hm at destination: 0.356467
Heat per jump from reciprocity: 0.400000 eV
Heat per jump, mirrored release: 0.400000 eV
Heat per jump, all released at end: 0.600000 eV
Vacancy formation enthalpy: 1.00 eV
Vacancy fraction at middle: 4.9542e-06
Q for atoms via vacancies: -0.6000 eV = -0.022050 hartree
Atom drift via vacancies, direct: 1.3619e-13 m/s
Atom drift via vacancies, formula: 1.3619e-13 m/s
Q with prefactor proportional to T: 0.481865 eV
```
